**Constraint stress from the strain dependence of the ultrasoft overlap**

For self-consistent states with $Hc_n=e_nSc_n$, the program tests $dE/d\varepsilon_{ab}=\partial_{ab}E|_c-\sum_nf_ne_n\langle c_n|\partial_{ab}S|c_n\rangle$, where $\varepsilon_{ab}$ is the strain, $f_n$ are occupations, $c_n$ are plane-wave coefficients and $S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|$. Real-space quadrature in a strained cell is used to assert that the plain overlap is unchanged and that the plane-wave projections are those of rigid projectors. The derivative of $S$ is compared with finite differences for all nine strain components, and the constraint term is asserted to be symmetric. For the components xx, yy, zz, xy and yx, the program asserts the electron-number drift, the splitting of the fixed-coefficient derivative, and the agreement of the full formula with re-converged energies. The largest mismatch in that last comparison is $4\times10^{-10}$ Ha. In the model crystal the constraint contributes −25.3 GPa to a total xx stress of −222.9 GPa. Adding a constant potential of 0.5 Ha reverses the sign of the xx constraint term but leaves the total derivative unchanged within the asserted tolerance.

## Program and output

```python
"""
Constraint stress for ultrasoft pseudopotentials.
Result under test: with plane-wave coefficients c fixed under strain,
  dE/d(strain) = dE/d(strain)|_fixed c - sum_n f e_n <c_n| dS/d(strain) |c_n>,
where S = 1 + sum_ij q_ij |beta_i><beta_j| and H c_n = e_n S c_n.
The plain overlap is invariant; S changes through beta(k+G).
Symbols: K = k+G, f = occupation, e_n = eigenvalue, q = augmentation charges,
D = screened nonlocal strengths, becsum = sum_n f <psi_n|beta_i><beta_j|psi_n>.
Hartree atomic units. The model energy has kinetic, local, nonlocal, Hartree
and local-exchange parts; ion-ion energy is omitted.
"""
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy"][0]
BOHR = physical_constants["Bohr radius"][0]
TO_GPA = HARTREE / BOHR**3 / 1e9

# model parameters (columns of CELL0 are the lattice vectors)
CELL0 = np.array([[7.0, 0.5, 0.0], [0.0, 7.0, 0.5], [0.0, 0.0, 7.5]])
TAU = np.array([0.1, 0.2, 0.3])
K_FRAC = np.array([0.25, 0.25, 0.25])
CUTOFF, ION_CHARGE, ION_WIDTH, AUG_WIDTH = 4.0, 8.0, 0.8, 1.0
S_WIDTHS, P_WIDTH = (0.7, 1.1), 0.9
Q = block_diag([[0.3, 0.1], [0.1, 0.2]], 0.3 * np.eye(3))
D_BARE = block_diag([[0.2, -0.1], [-0.1, 0.3]], -0.4 * np.eye(3))
OCC, NBAND, NG = 2.0, 4, 15
NPTS = NG**3
ZERO = np.zeros((3, 3))

freq = np.rint(np.fft.fftfreq(NG, 1.0 / NG)).astype(int)
GRID = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1)


def geometry(strain):
    cell = (np.eye(3) + strain) @ CELL0
    return cell, abs(np.linalg.det(cell)), 2 * np.pi * np.linalg.inv(cell).T


small = np.arange(-3, 4)
trial = np.stack(np.meshgrid(small, small, small, indexing="ij"), -1).reshape(-1, 3)
trial_K = (trial + K_FRAC) @ geometry(ZERO)[2].T
PW = trial[0.5 * np.sum(trial_K**2, axis=1) <= CUTOFF]   # kept under strain
DIFF = (PW[:, None, :] - PW[None, :, :]) % NG


def wavevectors(strain):
    return (PW + K_FRAC) @ geometry(strain)[2].T


def projectors(strain):
    """Plane-wave components of the rigid, normalized Gaussian projectors."""
    cell, vol, _ = geometry(strain)
    K = wavevectors(strain)
    k2 = np.sum(K**2, axis=1)
    phase = np.exp(-1j * K @ (cell @ TAU)) / np.sqrt(vol)

    def gauss(w):
        return (4 * np.pi)**0.75 * w**1.5 * np.exp(-0.5 * w**2 * k2) * phase

    cols = [gauss(w) for w in S_WIDTHS]
    cols += [-1j * np.sqrt(2) * P_WIDTH * K[:, m] * gauss(P_WIDTH) for m in range(3)]
    return np.array(cols).T


def projector_derivative(a, b):
    """Derived formula for d beta(K) / d strain_ab at zero strain."""
    K = wavevectors(ZERO)
    beta = projectors(ZERO)
    out = -0.5 * (a == b) * beta
    widths = list(S_WIDTHS) + [P_WIDTH] * 3
    for i, w in enumerate(widths):
        out[:, i] += w**2 * K[:, a] * K[:, b] * beta[:, i]
    # derivative of the factor K_m of the p projector with m = b
    vol = geometry(ZERO)[1]
    phase = np.exp(-1j * K @ (CELL0 @ TAU)) / np.sqrt(vol)
    radial = (4 * np.pi)**0.75 * P_WIDTH**1.5 * np.exp(
        -0.5 * P_WIDTH**2 * np.sum(K**2, axis=1))
    out[:, 2 + b] += 1j * np.sqrt(2) * P_WIDTH * K[:, a] * radial * phase
    return out


def overlap_matrix(strain):
    beta = projectors(strain)
    return np.eye(len(PW)) + beta @ Q @ beta.conj().T


def make_becsum(c, strain):
    proj = projectors(strain).conj().T @ c
    return OCC * proj.conj() @ proj.T


def fields(strain, v0):
    """Volume, Coulomb kernel, ionic potential and augmentation shape in G space."""
    cell, vol, recip = geometry(strain)
    G = GRID @ recip.T
    g2 = np.sum(G**2, axis=-1)
    coulomb = np.zeros_like(g2)
    coulomb[g2 > 1e-12] = 4 * np.pi / g2[g2 > 1e-12]
    phase = np.exp(-1j * G @ (cell @ TAU))
    ion = -ION_CHARGE * coulomb * np.exp(-0.5 * ION_WIDTH**2 * g2) * phase / vol
    ion[0, 0, 0] = v0
    return vol, coulomb, ion, np.exp(-0.5 * AUG_WIDTH**2 * g2) * phase


def density(c, strain, becsum):
    vol, _, _, shape = fields(strain, 0.0)
    box = np.zeros((c.shape[1], NG, NG, NG), dtype=complex)
    idx = PW % NG
    box[:, idx[:, 0], idx[:, 1], idx[:, 2]] = c.T
    psi = np.fft.ifftn(box, axes=(1, 2, 3)) * NPTS
    rho = OCC * np.sum(np.abs(psi)**2, axis=0) / vol
    augmentation = np.sum(Q * becsum).real * shape / vol
    return rho + (np.fft.ifftn(augmentation) * NPTS).real


def energy(c, strain, v0=0.0, becsum=None):
    """Energy functional; a given becsum is kept, otherwise it follows from c."""
    if becsum is None:
        becsum = make_becsum(c, strain)
    vol, coulomb, ion, _ = fields(strain, v0)
    rho = density(c, strain, becsum)
    rho_g = np.fft.fftn(rho) / NPTS
    k2 = np.sum(wavevectors(strain)**2, axis=1)
    kinetic = 0.5 * OCC * np.sum(k2[:, None] * np.abs(c)**2)
    nonlocal_part = np.sum(D_BARE * becsum).real
    local = vol * np.sum(ion.conj() * rho_g).real
    hartree = 0.5 * vol * np.sum(coulomb * np.abs(rho_g)**2)
    exchange = -0.75 * np.cbrt(3 / np.pi) * vol * np.mean(rho * np.cbrt(rho))
    return kinetic + nonlocal_part + local + hartree + exchange


def solve(rho, strain, v0):
    _, coulomb, ion, shape = fields(strain, v0)
    v_g = (ion + coulomb * np.fft.fftn(rho) / NPTS
           + np.fft.fftn(-np.cbrt(3 * rho / np.pi)) / NPTS)
    D = D_BARE + Q * np.sum(v_g * shape.conj()).real
    beta = projectors(strain)
    H = v_g[DIFF[..., 0], DIFF[..., 1], DIFF[..., 2]] + beta @ D @ beta.conj().T
    H = H + np.diag(0.5 * np.sum(wavevectors(strain)**2, axis=1))
    H = 0.5 * (H + H.conj().T)
    e, c = eigh(H, overlap_matrix(strain), subset_by_index=[0, NBAND])
    return e, c[:, :NBAND], D


def scf(strain, rho, v0=0.0):
    """Self-consistency with residual-minimizing density mixing."""
    old_rho, old_res, mix = [], [], 0.4
    for _ in range(120):
        e, c, D = solve(rho, strain, v0)
        res = density(c, strain, make_becsum(c, strain)) - rho
        if np.max(np.abs(res)) < 1e-10:
            return e, c, D, rho
        new = rho + mix * res
        if old_rho:
            d_rho = np.array([(rho - x).ravel() for x in old_rho]).T
            d_res = np.array([(res - x).ravel() for x in old_res]).T
            g = np.linalg.lstsq(d_res, res.ravel(), rcond=1e-12)[0]
            new = new - ((d_rho + mix * d_res) @ g).reshape(rho.shape)
        old_rho = (old_rho + [rho])[-7:]
        old_res = (old_res + [res])[-7:]
        rho = new
    raise RuntimeError("self-consistency not reached")


def strain_derivative(func, a, b, h=2e-3):
    """Five-point finite difference with respect to strain_ab."""
    unit = np.zeros((3, 3))
    unit[a, b] = 1.0
    return (8 * (func(h * unit) - func(-h * unit))
            - (func(2 * h * unit) - func(-2 * h * unit))) / (12 * h)


# reference ground state
vol0 = geometry(ZERO)[1]
cell_G = GRID @ geometry(ZERO)[2].T
start = 8.0 / vol0 * np.exp(-0.72 * np.sum(cell_G**2, axis=-1)
                            - 1j * cell_G @ (CELL0 @ TAU))
e, c, D, rho = scf(ZERO, (np.fft.ifftn(start) * NPTS).real)
gap = e[NBAND] - e[NBAND - 1]
assert gap > 0.05 and rho.min() > 0
assert np.allclose(c.conj().T @ overlap_matrix(ZERO) @ c, np.eye(NBAND), atol=1e-10)
e_occ = e[:NBAND]

# plain overlap and rigid projections by real-space quadrature in a strained cell
finite = np.array([[0.02, 0.01, 0.0], [0.0, 0.0, 0.0], [0.0, 0.0, 0.0]])
cell_s, vol_s, _ = geometry(finite)
K_s = wavevectors(finite)
points = (GRID.reshape(-1, 3) / NG) @ cell_s.T
psi = np.exp(1j * points @ K_s.T) @ c / np.sqrt(vol_s)
plain_strained = vol_s / NPTS * psi.conj().T @ psi
plain_change = np.max(np.abs(plain_strained - c.conj().T @ c))
assert plain_change < 1e-10
s_norm = np.diag(c.conj().T @ overlap_matrix(finite) @ c).real
assert np.max(np.abs(s_norm - 1)) > 1e-4

step = 0.45
line = step * np.arange(-15, 16)
u = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
psi = np.exp(1j * (u + cell_s @ TAU) @ K_s.T) @ c / np.sqrt(vol_s)
u2 = np.sum(u**2, axis=1)


def real_gauss(w):
    return np.pi**-0.75 * w**-1.5 * np.exp(-0.5 * u2 / w**2)


real_beta = np.array([real_gauss(w) for w in S_WIDTHS]
                     + [np.sqrt(2) / P_WIDTH * u[:, m] * real_gauss(P_WIDTH)
                        for m in range(3)])
quadrature = step**3 * real_beta @ psi
projection_error = np.max(np.abs(quadrature - projectors(finite).conj().T @ c))
assert projection_error < 1e-6    # Gaussian tails cut at the box edge

# derivative of S, band by band, and the constraint term, for all strains
proj = projectors(ZERO).conj().T @ c
beta0 = projectors(ZERO)
dS_band = np.zeros((3, 3, NBAND))
D_term = np.zeros((3, 3))
dS_error = 0.0
for a in range(3):
    for b in range(3):
        dbeta = projector_derivative(a, b)
        dS = dbeta @ Q @ beta0.conj().T
        dS = dS + dS.conj().T
        dS_error = max(dS_error, np.max(np.abs(
            dS - strain_derivative(overlap_matrix, a, b))))
        dproj = dbeta.conj().T @ c
        dS_band[a, b] = 2 * np.einsum("in,ij,jn->n", proj.conj(), Q, dproj).real
        D_term[a, b] = 2 * OCC * np.einsum("in,ij,jn->", proj.conj(), D, dproj).real
assert dS_error < 1e-7
constraint = -OCC * dS_band @ e_occ
assert np.allclose(constraint, constraint.T, atol=1e-9)

# main test: re-converged energies against fixed-c derivative plus constraint
becsum0 = make_becsum(c, ZERO)


def relaxed_energy(strain):
    return energy(scf(strain, rho)[1], strain)


def electron_number(strain):
    return geometry(strain)[1] * np.mean(density(c, strain, make_becsum(c, strain)))


labels = {"xx": (0, 0), "yy": (1, 1), "zz": (2, 2), "xy": (0, 1), "yx": (1, 0)}
fixed_c, fixed_bec, relaxed = {}, {}, {}
for name, (a, b) in labels.items():
    fixed_c[name] = strain_derivative(lambda s: energy(c, s), a, b)
    fixed_bec[name] = strain_derivative(lambda s: energy(c, s, becsum=becsum0), a, b)
    relaxed[name] = strain_derivative(relaxed_energy, a, b)
    assert abs(fixed_bec[name] + D_term[a, b] - fixed_c[name]) < 1e-6
    assert abs(fixed_c[name] + constraint[a, b] - relaxed[name]) < 1e-6
    drift = strain_derivative(electron_number, a, b)
    assert abs(drift - OCC * np.sum(dS_band[a, b])) < 1e-7
assert abs(relaxed["xy"] - relaxed["yx"]) < 1e-6
assert abs(constraint[0, 0]) > 1e-3       # the term matters in this example

# a constant potential moves the constraint term but not the total
V0 = 0.5
e_v, c_v, D_v, _ = scf(ZERO, rho, V0)
assert np.allclose(e_v - e, V0, atol=1e-7)
assert np.allclose(D_v - D, V0 * Q, atol=1e-7)
proj_v = projectors(ZERO).conj().T @ c_v
dproj_v = projector_derivative(0, 0).conj().T @ c_v
dS_v = 2 * np.einsum("in,ij,jn->n", proj_v.conj(), Q, dproj_v).real
constraint_v = -OCC * np.sum(e_v[:NBAND] * dS_v)
D_term_v = 2 * OCC * np.einsum("in,ij,jn->", proj_v.conj(), D_v, dproj_v).real
fixed_c_v = strain_derivative(lambda s: energy(c_v, s, V0), 0, 0)
assert abs(fixed_c_v + constraint_v - relaxed["xx"]) < 1e-6
assert abs(D_term_v + constraint_v - D_term[0, 0] - constraint[0, 0]) < 1e-6

print(f"cell volume {vol0:.3f} bohr^3; cutoff {CUTOFF:.1f} Ha; plane waves {len(PW)}")
print("lattice vectors (bohr):", *[tuple(map(float, v)) for v in CELL0.T])
print("fractional atom position", TAU, " fractional k", K_FRAC)
print(f"ion charge {ION_CHARGE:.0f} e, ion width {ION_WIDTH} bohr, "
      f"augmentation width {AUG_WIDTH} bohr")
print(f"projector widths: s {S_WIDTHS} bohr, p {P_WIDTH} bohr")
print("q (dimensionless): s block", Q[:2, :2].tolist(), " p", Q[2, 2])
print("bare D (Ha): s block", D_BARE[:2, :2].tolist(), " p", D_BARE[2, 2])
print("screened D (Ha): s block", np.round(D[:2, :2], 4).tolist(),
      f" p {D[2, 2]:.4f}")
print(f"electrons {electron_number(ZERO):.6f}; gap at k {gap:.4f} Ha")
print("finite test strain: xx = 0.02, xy = 0.01")
print(f"  largest change of plain overlap {plain_change:.1e}")
print(f"  largest error of projections    {projection_error:.1e}")
for n in range(NBAND):
    print(f"  band {n+1}: plain norm {np.sum(np.abs(c[:, n])**2):.5f}, "
          f"S norm after strain {s_norm[n]:.5f}")
print(f"largest error of dS/dstrain, nine components {dS_error:.1e}")
print("xx strain, band by band: e_n (Ha), <dS/dstrain>, -f e_n <dS/dstrain> (Ha)")
for n in range(NBAND):
    print(f"  band {n+1}: {e_occ[n]:9.5f} {dS_band[0, 0, n]:9.5f} "
          f"{-OCC * e_occ[n] * dS_band[0, 0, n]:9.5f}")
print(f"electron-number drift per unit xx strain {OCC*np.sum(dS_band[0, 0]):.5f}")
print("dE/dstrain (Ha): fixed becsum, D term, fixed c, constraint, sum, re-converged")
for name, (a, b) in labels.items():
    print(f"  {name}: {fixed_bec[name]:10.5f} {D_term[a, b]:10.5f} "
          f"{fixed_c[name]:10.5f} {constraint[a, b]:10.5f} "
          f"{fixed_c[name] + constraint[a, b]:10.5f} {relaxed[name]:10.5f}")
worst = max(abs(fixed_c[k] + constraint[labels[k]] - relaxed[k]) for k in labels)
print(f"largest mismatch of sum and re-converged derivative {worst:.1e} Ha")
print(f"conversion: 1 Ha/bohr^3 = {TO_GPA:.2f} GPa")
print("stress (GPa): without constraint, constraint, total")
for name in ("xx", "yy", "zz", "xy"):
    f = TO_GPA / vol0
    print(f"  {name}: {fixed_c[name]*f:10.3f} {constraint[labels[name]]*f:10.3f} "
          f"{relaxed[name]*f:10.3f}")
print(f"constant potential {V0} Ha added, xx derivatives (Ha):")
print(f"  constraint {constraint_v:.5f}, D term {D_term_v:.5f}, "
      f"their sum {constraint_v + D_term_v:.5f}")
print(f"  their sum without the potential {constraint[0, 0] + D_term[0, 0]:.5f}")
print(f"  fixed c {fixed_c_v:.5f}, total {fixed_c_v + constraint_v:.5f}")
print("PASS")
```

It prints:

```
cell volume 367.500 bohr^3; cutoff 4.0 Ha; plane waves 143
lattice vectors (bohr): (7.0, 0.0, 0.0) (0.5, 7.0, 0.0) (0.0, 0.5, 7.5)
fractional atom position [0.1 0.2 0.3]  fractional k [0.25 0.25 0.25]
ion charge 8 e, ion width 0.8 bohr, augmentation width 1.0 bohr
projector widths: s (0.7, 1.1) bohr, p 0.9 bohr
q (dimensionless): s block [[0.3, 0.1], [0.1, 0.2]]  p 0.3
bare D (Ha): s block [[0.2, -0.1], [-0.1, 0.3]]  p -0.4
screened D (Ha): s block [[-0.1077, -0.2026], [-0.2026, 0.0948]]  p -0.7077
electrons 8.000000; gap at k 0.4994 Ha
finite test strain: xx = 0.02, xy = 0.01
  largest change of plain overlap 5.6e-16
  largest error of projections    6.2e-11
  band 1: plain norm 0.62552, S norm after strain 0.99837
  band 2: plain norm 0.80186, S norm after strain 0.99877
  band 3: plain norm 0.80210, S norm after strain 0.99896
  band 4: plain norm 0.80511, S norm after strain 0.99709
largest error of dS/dstrain, nine components 1.4e-11
xx strain, band by band: e_n (Ha), <dS/dstrain>, -f e_n <dS/dstrain> (Ha)
  band 1:  -0.68446  -0.07820  -0.10705
  band 2:  -0.41837  -0.08004  -0.06697
  band 3:  -0.41809  -0.05004  -0.04184
  band 4:  -0.41284  -0.12118  -0.10006
electron-number drift per unit xx strain -0.65892
dE/dstrain (Ha): fixed becsum, D term, fixed c, constraint, sum, re-converged
  xx:   -3.78265    1.31419   -2.46846   -0.31592   -2.78438   -2.78438
  yy:   -3.84502    1.29580   -2.54923   -0.31203   -2.86125   -2.86125
  zz:   -4.76102    1.28989   -3.47113   -0.31076   -3.78189   -3.78189
  xy:    0.14406    0.02229    0.16635   -0.00484    0.16152    0.16152
  yx:    0.14406    0.02229    0.16635   -0.00484    0.16152    0.16152
largest mismatch of sum and re-converged derivative 4.0e-10 Ha
conversion: 1 Ha/bohr^3 = 29421.02 GPa
stress (GPa): without constraint, constraint, total
  xx:   -197.618    -25.292   -222.909
  yy:   -204.084    -24.980   -229.064
  zz:   -277.889    -24.879   -302.767
  xy:     13.318     -0.387     12.931
constant potential 0.5 Ha added, xx derivatives (Ha):
  constraint 0.01354, D term 0.98473, their sum 0.99827
  their sum without the potential 0.99827
  fixed c -2.79792, total -2.78438
PASS
```
